# Oscillating adatom interaction carried by a partly filled surface-state band, part 2

Two identical adatoms, a distance \(d\) apart, interact through a partly filled, isotropic two-dimensional surface band with two spin directions, \(\varepsilon=k^2/2m\), \(\varepsilon_F=k_F^2/2m\) and \(v_F=k_F/m\). In the algebra \(\hbar=1\), and \(m\) is in electron masses. The energy \(E\) is the grand potential with both adatoms, minus that with each alone, plus that of the clean surface, at fixed chemical potential \(\mu\) (\(=\varepsilon_F\) at zero temperature). A first derivation, from a determinant, gave at large \(k_Fd\)

\[
E(d)=-\frac{4\varepsilon_F}{\pi^2}\,|t_F|^2\,
\frac{\sin(2k_Fd+2\arg t_F)}{(k_Fd)^2}+O(d^{-3}). \tag{1}
\]

Here \(t_F\) is \(t=(S-1)/2i\) at \(\varepsilon_F\), and \(S\) is the factor by which one adatom multiplies the outgoing circular wave.

The full propagator is \(\mathcal G(z)=(z-H)^{-1}\). The clean one is \(g\) from a site to itself and \(G=-(im/2)H_0(kd)\) between the adatoms, with \(H_0=H_0^{(1)}\). An adatom potential \(U\) on one site gives

\[
D=1-T^2G^2,\qquad T=\frac{U}{1-Ug},\qquad \frac1T=\frac1U-g, \tag{2}
\]

\[
E=-\frac2\pi\int_0^\infty\ln|D(\mu+iy)|\,dy, \tag{4}
\]

\[
T=-\frac2m\,t,\qquad TG=i\,t\,H_0(kd),\qquad D=1+t^2H_0(kd)^2. \tag{6}
\]

Equation (4) is the "full integral" below. A zero-range scatterer has

\[
\frac1t=\frac1\pi\ln\frac{\varepsilon}{E_b}-i(1+\beta), \tag{7}
\]

where \(\beta\) is the ratio of bulk to surface-band local density of states at the site. Without leakage, \(\beta=0\), \(E_b\) is the binding energy of a single adatom's level and \(\cot\delta=\pi^{-1}\ln(\varepsilon/E_b)\), with \(\delta\) the s-wave phase shift. At large \(|kd|\),

\[
H_0(kd)^2\simeq\frac{2}{\pi kd}\,e^{2ikd-i\pi/2}=-\frac{2i}{\pi kd}\,e^{2ikd}. \tag{8}
\]

The example has \(m=0.40\), \(\varepsilon_F=0.40\) eV, \(E_b=0.20\) eV and \(\beta=1\). The closing list also includes checks on an 11 by 11 periodic lattice, on a narrow disc-shaped well, and on an empty band with \(\beta=0\) and \(\mu=-0.05\) eV.

The second derivation asks what the second adatom, B, feels in the electron density disturbed by the first, A.

### Switching on the second adatom

Let adatom A be in place. Adatom B is a static potential on one site, and its strength \(u\) is raised from zero to its final value \(U\). At fixed chemical potential the grand potential changes at the rate

\[
\frac{d\Omega}{du}=n_B(u)=-\frac2\pi\,\mathrm{Im}\int_{-\infty}^{\mu}\mathcal G_{BB}(\varepsilon+i0)\,d\varepsilon ,
\]

where \(n_B\) is the electron number on site B. This is the Hellmann–Feynman relation: the explicit dependence of the Hamiltonian on \(u\) is the only one that counts, because the occupied states are stationary.

Before B is switched on, the propagator from site B to itself is

\[
g_A=g+\delta g,\qquad \delta g=G\,T\,G .
\]

An electron leaves B, is scattered by A and returns. The density that belongs to \(\delta g\) is the Friedel oscillation around A. With B at strength \(u\), repeated scattering gives \(\mathcal G_{BB}=g_A/(1-ug_A)\). Integrating over \(u\), and subtracting the same expression without A, gives

\[
\int_0^U\!\left[\frac{g_A}{1-ug_A}-\frac{g}{1-ug}\right]du
=-\ln\frac{1-Ug-U\delta g}{1-Ug}
=-\ln(1-T\,\delta g),
\]

since \(U/(1-Ug)=T\). The two minus signs cancel, and

\[
E=\frac2\pi\,\mathrm{Im}\int_{-\infty}^{\mu}F(\varepsilon)\,d\varepsilon,\qquad
F=\ln(1-T^2G^2). \tag{9}
\]

To leading order \(F\simeq-T^2G^2=t^2H_0(kd)^2\). The interaction is thus the response of B, with its full scattering amplitude, to the Friedel oscillation of A. Using the bare density change times \(U\) would replace one factor \(T\) by \(U\), which is justified only for a weak scatterer.

### Causality in place of a contour

The function \(F\) describes a response: nothing returns before it has been sent. It therefore has a representation with positive times,

\[
F(\varepsilon)=\int_0^\infty L(s)\,e^{i\varepsilon s}\,ds .
\]

To leading order, \(L(s)\) measures the strength of a round trip that takes a time \(s\). Inserting this in (9) and integrating over energy first, with a vanishing convergence factor at \(\varepsilon\to-\infty\), gives

\[
\int_{-\infty}^{\mu}e^{i\varepsilon s}\,d\varepsilon=\frac{e^{i\mu s}}{is},\qquad
E=\frac2\pi\,\mathrm{Im}\int_0^\infty\frac{L(s)}{is}\,e^{i\mu s}\,ds. \tag{10}
\]

The band bottom does not appear as a limit of integration. What remains is to find which times matter. At large \(d\) the phase of \(F\) is \(2kd\), so \(L(s)\) is built from energies for which \(2kd-\varepsilon s\) is stationary:

\[
s=2d\,\frac{dk}{d\varepsilon}=\frac{2d}{v(\varepsilon)} .
\]

This is the classical round-trip time at velocity \(v\). Setting \(v=2d/s\) in the phase gives

\[
2kd-\varepsilon s=\frac{4md^2}{s}-\frac{2md^2}{s}=\frac{2md^2}{s}.
\]

In (10) the total phase is \(2md^2/s+\mu s\). Its derivative, \(\mu-2md^2/s^2\), vanishes at one time,

\[
\tau=\frac{2d}{v_F}.
\]

At short times the phase \(2md^2/s\) oscillates ever faster, so \(s=0\) gives no endpoint term. At long times, which belong to slow electrons near the band bottom, \(e^{i\mu s}\) oscillates with no stationary point. A bound level adds a part to \(L\) that lasts to long times, but this part is exponentially small in \(d\).

Near \(\tau\) the slowly varying factor \(1/s\) may be taken at \(s=\tau\). What is left of the integral is \(F(\mu)\) itself:

\[
E\simeq\frac2\pi\,\mathrm{Im}\,\frac{F(\varepsilon_F)}{i\tau}. \tag{11}
\]

The correction can be estimated. Write \(F=ae^{i\Phi}\) with \(\Phi'=\tau\), the prime being a derivative with respect to energy. Under the integral each factor \(s\) acts as \(-i\,d/d\mu\). The mean of \((s-\tau)^2\), weighted with \(L(s)e^{i\mu s}\) and divided by \(F\), is then \(-a''/a-i\tau'\). For a parabolic band \(\tau\propto\varepsilon^{-1/2}\), so \(|\tau'|=\tau/2\varepsilon_F\). In the expansion of \(1/s\) this enters as

\[
\frac{|\tau'|}{\tau^2}=\frac{1}{2\varepsilon_F\tau}=\frac{1}{2k_Fd}
\]

relative to the leading term. The mean of \(s-\tau\) is \(-ia'/a\) and gives a correction of the same order, provided \(t\) varies only on the scale of \(\varepsilon_F\). The strength \(|L(s)|\) has no peak at \(\tau\): for constant \(t\) it falls smoothly as \(s^{-1/2}\), because electrons of every speed make the round trip. What singles out \(\tau\) is the stationary phase. The window of times that contribute has a width of order \(\sqrt{|\tau'|}\), which grows only as \(\sqrt d\), while the delay grows as \(d\).

With \(F(\varepsilon_F)\simeq-2it_F^2e^{2ik_Fd}/(\pi k_Fd)\), equation (11) becomes

\[
E\simeq\frac2\pi\,\frac{v_F}{2d}\,
\mathrm{Im}\left[-\frac{2t_F^2e^{2ik_Fd}}{\pi k_Fd}\right]
=-\frac{2v_F|t_F|^2}{\pi^2k_Fd^2}\sin(2k_Fd+2\arg t_F).
\]

Setting \(v_F=2\varepsilon_F/k_F\) gives the stated law, sign included.

### Temperature

At temperature \(T\) the step at \(\mu\) is replaced by the Fermi function \(f\). From here \(T\) stands for temperature, and the scattering enters through \(t_F\). The poles of \(f\) in the upper half plane lie at \(\mu+i(2n+1)\pi k_BT\) and have residue \(-k_BT\). For \(s>0\), summing the geometric series gives

\[
\int f(\varepsilon)\,e^{i\varepsilon s}\,d\varepsilon
=-2\pi ik_BT\,\frac{e^{i\mu s}}{2\sinh(\pi k_BTs)}
=\frac{\pi k_BT\,e^{i\mu s}}{i\sinh(\pi k_BTs)} .
\]

The factor \(1/\tau\) in (11) becomes \(\pi k_BT/\sinh(\pi k_BT\tau)\). The interaction is multiplied by

\[
\frac{x}{\sinh x},\qquad x=\pi k_BT\tau=\frac{2\pi k_BTd}{\hbar v_F},
\]

with \(\hbar\) restored. This holds when \(t\) varies little over an energy \(\pi k_BT\) around the edge, and when both \(k_BT\) and \(x\,k_BT\) are small compared with \(\varepsilon_F\); at larger \(x\) the change of the delay with energy also shifts the phase. Beyond \(x\approx1\) the decay turns exponential. At 50 K, with the example's parameters and over one period from \(k_Fd=60\), the law differs from the full thermal calculation by at most 0.0115 of the damped envelope.

### A worked example

Take \(m=0.40\), \(\varepsilon_F=0.40\) eV, \(E_b=0.20\) eV and \(\beta=1\). With \(\hbar^2/m=19.05\) eV angstrom\(^2\),

\[
k_F=\sqrt{\frac{2\times0.40}{19.05}}=0.2049\ \text{angstrom}^{-1},\qquad
\frac{\pi}{k_F}=15.33\ \text{angstrom}=1.533\ \text{nm}.
\]

The scattering amplitude follows from \(1/t_F=\pi^{-1}\ln2-2i=0.2206-2i\), so \(|t_F|=0.497\) and \(\arg t_F=1.461\). The prefactor \(4\varepsilon_F|t_F|^2/\pi^2\) is 0.0400 eV. Within a few angstrom the zero-range scatterer gives a further, very deep well behind a barrier; the model cannot be trusted there, and that range is left out. Beyond it the preferred separations are:

| Minimum | Full integral | Asymptotic law |
|---|---|---|
| 1 | 11.3 angstrom, −0.0074 eV | 11.0 angstrom, −0.0072 eV |
| 2 | 27.1 angstrom, −0.00134 eV | 26.9 angstrom, −0.00129 eV |
| 3 | 42.5 angstrom, −0.00054 eV | 42.4 angstrom, −0.00053 eV |

At the second minimum, 2.7 nm, \(k_Fd=5.543\). The argument of the sine is \(11.086+2.922=14.008\), its sine is 0.992, and

\[
E\simeq-\frac{0.0400\times0.992}{5.543^2}=-0.00129\ \text{eV},
\]

about 4 percent weaker than the full integral. Between the first two minima the energy rises to \(+0.0027\) eV at 19.3 angstrom. A pair in the second minimum must therefore climb about 0.0040 eV to come closer, in addition to the ordinary barriers for hops between surface sites.

Several neglected effects can be sized at this separation:

- **Temperature.** At 15 K the energy is almost unchanged, and the Boltzmann weight relative to non-interacting adatoms is 2.8. At 300 K the free energy is \(-0.0011\) eV and the weight is 1.04, so this well hardly orders adatoms at room temperature.
- **Dipoles.** An assumed charge of 0.1 \(e\) at a height of 1.5 angstrom, with its image, gives a repulsion of 0.00003 eV, about 2 percent of the well depth.
- **Unequal masses.** For a pair along a principal axis of an elliptical band, rescaling the coordinates gives an isotropic band, with the mass along the pair setting \(k_F\) in \(k_Fd\). A mass 5 percent larger in that direction, at fixed \(\varepsilon_F\), \(E_b\) and \(\beta\), shifts the phase by 0.27 rad. At this minimum the energy changes by about 4 percent; near a zero of the sine the same shift would matter far more.
- **Bulk paths.** Near a hard wall at depth \(z\), the direct and image waves almost cancel along the surface. Their difference has magnitude \(2k_bz^2/d^2\), while the local term is \(2k_b^3z^2/3\). The ratio is \(3/(k_bd)^2\), which is 0.0024 for an assumed bulk wave number \(k_b=1.3\) angstrom\(^{-1}\). For the surface band the same ratio of distant to local term is \(|H_0(k_Fd)|=0.34\). The local terms themselves are in the ratio \(\beta=1\), so the bulk propagator is \(0.0024/0.34\), or 0.7 percent, of the surface one.

### The model beside real surfaces

The chosen mass and Fermi energy lie in the rough range of Shockley surface bands on close-packed noble-metal faces. There the masses are a few tenths of the electron mass, and the filling varies from below 0.1 eV to about 0.5 eV. The values of \(E_b\) and \(\beta\) are model choices and stand for no particular adatom. For these parameters the leakage changes the strength more than the phase: with the other parameters fixed, \(\beta=0\) would raise \(|t_F|^2\) from 0.25 to 0.95, nearly four times. Real adatoms also sit on discrete lattice sites, so a computed minimum is a preferred range of sites. Steps and further adatoms scatter the same electrons and break the assumption of an isolated pair. For a well to hold a clear excess of pairs in equilibrium, its depth must be at least comparable with \(k_BT\) at a temperature where the adatoms can hop. In this example the second well meets the depth condition at 15 K and not at 300 K. That alone does not select its spacing: the first well is deeper, and the barrier of 0.0040 eV between them is only about three times \(k_BT\) at 15 K. Within this model, pairs that move freely between these two wells at 15 K would therefore be found mostly in the first: its Boltzmann weight is about a hundred times larger, while the larger circumference favours the second well only by a factor of about 2.4. At higher temperature the circumference can outweigh the depth.

### What each derivation assumes

Both derivations assume independent electrons, a fixed chemical potential, s-wave scattering, and propagation between the adatoms through the surface band alone. Both need a nonzero Fermi velocity, a sharp Fermi edge and an amplitude \(t\) that varies slowly there, and both drop terms smaller by \(1/(k_Fd)\).

They differ in how the adatom enters. The determinant admits an adatom with its own level and private states from the start, because these can be eliminated exactly for independent electrons. The switching argument, as written, treats B as a static potential; leakage is included through the local propagator, but an internal level is not covered; it could be treated by switching on its coupling instead. In return it identifies the interaction with B's response to the density oscillation around A.

They also differ in how the sum over energies is done. The first route assumes that \(t\) and \(k\) can be continued to complex energy, and it yields formula (4), which does not require a large distance and is well suited to numerical work. The zero-range scatterer used in the example is still unreliable when the adatoms nearly touch. The second uses the same analytic property as causality, and then needs a large distance so that the window of contributing times is narrow compared with the delay. Its final step uses the round-trip amplitude at the Fermi energy and the delay \(2d/v_F\), so it shows directly why a property of electrons at the Fermi edge fixes an energy summed over the whole band.

The numerical output that follows gives the values used here to more digits.

## Calculated quantities

```
effective mass: 0.40 electron masses; hbar^2/m: 19.050 eV angstrom^2
Fermi energy: 0.40 eV; E_b: 0.20 eV; beta: 1.0
k_F: 0.2049 1/angstrom; hbar v_F: 3.904 eV angstrom
oscillation period pi/k_F: 15.33 angstrom = 1.533 nm
cot delta at Fermi energy: 0.2206; narrow disc well: 0.2208
|t_F|: 0.4970; arg t_F: 1.4609 rad; |S|: 0.1097
prefactor 4 eF |t_F|^2/pi^2: 0.04004 eV
minimum 1, full: 11.34 angstrom, -0.007389 eV
minimum 1, asymptotic: 11.02 angstrom, -0.007183 eV
minimum 2, full: 27.05 angstrom, -0.001339 eV
minimum 2, asymptotic: 26.93 angstrom, -0.001294 eV
minimum 3, full: 42.49 angstrom, -0.000540 eV
minimum 3, asymptotic: 42.42 angstrom, -0.000527 eV
maximum between minima 1 and 2: 19.30 angstrom, 0.002681 eV
second minimum: 2.705 nm; k_F d there: 5.543
asymptotic law at that same separation: -0.001292 eV
15 K: k_B T 0.001293 eV; x 0.0563; x/sinh x 0.9995
15 K: full free energy -0.001338 eV; ratio to T=0 0.9995; Boltzmann weight 2.815
300 K: k_B T 0.025852 eV; x 1.1255; x/sinh x 0.8164
300 K: full free energy -0.001114 eV; ratio to T=0 0.8319; Boltzmann weight 1.044
assumed adatom charge 0.1 e at height 1.5 angstrom
dipole repulsion: images 0.000032 eV; 2p^2/d^3 law 0.000033 eV
mass 5 percent larger along pair: phase 0.274 rad; energy -0.001290 eV
assumed bulk wave number: 1.3 1/angstrom
bulk / surface propagator magnitude: 0.00718
lattice test T=0, hopping units: diagonalized -0.00015674; determinant -0.00015674
lattice test kT=0.05, hopping units: diagonalized -0.00209709; determinant -0.00209709
no leakage, 30 angstrom: real axis -0.0031733 eV; contour -0.0031733 eV
no leakage, 30 angstrom, empty band: contour 3.5249e-04 eV; bound levels 3.5249e-04 eV
error/envelope from k_F d=60 and 120, example: 0.00715, 0.00361
error/envelope from k_F d=60 and 120, no leakage: 0.01355, 0.00682
error/envelope from k_F d=60 and 120, no leakage, E_b 5 eV: 0.00774, 0.00397
thermal law error/envelope at 50 K from k_F d=60: 0.01149
```
